# Why heating can make sharp-front polymer infiltration shallower

In a model polymer film exposed to a precursor vapour at 1 Torr for 600 s, the infiltrated layer is 200 nm deep at 333 K and 138 nm deep at 373 K. Over the same 40 K the diffusivity of the precursor in the polymer rises by a factor of 6.5. The molecules move faster, yet the front gets less far. Pressure, exposure time and the density of trapping sites are the same in both runs.

## The front law

The precursor dissolves at the surface, diffuses inward, and is captured irreversibly by traps of density $N$. Let $c(x,t)$ be the concentration of mobile molecules and $C$ its value just inside the surface. Four assumptions define the sharp-front regime:

- The surface stays in equilibrium with the gas, and sorption is linear: $C=S(T)\,p$, where $p$ is the pressure of the species that dissolves.
- Capture is fast, so a thin front at depth $L$ separates filled traps from empty ones.
- Few molecules are mobile compared with those trapped: $C/N\ll1$.
- The film is thicker than $L$; here it is 500 nm.

Behind the front no molecules are being captured. Since little is stored in mobile form, the flux is nearly uniform and $c$ falls linearly from $C$ to zero. The flux is $DC/L$. Advancing the front by $dL$ consumes $N\,dL$ molecules per area, so

$$N\frac{dL}{dt}=\frac{DC}{L}\quad\Rightarrow\quad L\,dL=\frac{DC}{N}\,dt\quad\Rightarrow\quad L^2=\frac{2DCt}{N}.$$

At 333 K the example has $D=1.0\times10^{-11}$ cm²/s, $C=1.0\times10^{20}$ cm⁻³ and $N=3.0\times10^{21}$ cm⁻³. Then

$$L^2=2(10^{-11})(0.0333)(600)\ \text{cm}^2=4.0\times10^{-10}\ \text{cm}^2,$$

which gives $L=2.0\times10^{-5}$ cm, or 200 nm.

With $p$, $t$ and $N$ fixed, temperature enters through $D$ and $S$ alone.

## First contribution: diffusion

A dissolved molecule sits in a well and must climb a barrier $E_D$ to hop:

$$D=D_0e^{-\beta E_D},\qquad \beta=\frac1{k_BT},\qquad \frac{d\ln D}{d\beta}=-E_D.$$

With $E_D=0.50$ eV, $D$ grows by 6.48 between 333 and 373 K. Were this the whole effect, the depth would grow by $\sqrt{6.48}=2.55$ in a sufficiently thick film.

## Second contribution: sorption

The solubility follows from equating chemical potentials. For an ideal gas, leaving out internal states that are the same in gas and polymer,

$$\mu_{\rm gas}=k_BT\ln\frac{p\lambda_T^3}{k_BT},\qquad \lambda_T=\left(\frac{2\pi\hbar^2}{mk_BT}\right)^{1/2}.$$

Let the polymer offer $n_s$ solution sites per volume, each with partition function $q$. At small occupancy $C/n_s$ the dissolved molecules have $\mu=k_BT\ln[C/(n_sq)]$. Equality gives

$$S=\frac Cp=\frac{n_s\,q\,\lambda_T^3}{k_BT}.$$

Now $\lambda_T^3\propto\beta^{3/2}$ and $1/(k_BT)=\beta$, while $d\ln q/d\beta=-u$, where $u$ is the mean energy of a dissolved molecule. Hence

$$\frac{d\ln S}{d\beta}=-u+\frac{5}{2}k_BT=-H,\qquad H=u-\frac52k_BT.$$

The term $\frac52k_BT$ is the gas enthalpy per molecule, so $H$ is the sorption enthalpy, negative when sorption releases heat. For a test site that is a harmonic well 0.70 eV deep, at a pressure low enough to keep its occupancy small (far below 1 Torr), explicit sums over levels at 333 K give $-0.685$ eV both for $-d\ln S/d\beta$ and for the enthalpy difference $u-\frac52k_BT$. At 1 Torr this test site would be about 99 % filled, so it checks the identity but does not represent the example's solution sites. In the infiltration example $H$ is a separate input, taken constant at $-0.70$ eV.

Fixed pressure is part of this definition. At fixed gas density $n_g$ one has $C=Sn_gk_BT$. The extra factor gives $d\ln C/d\beta=-(H+k_BT)$, a shift of 0.029 eV at 333 K.

With $H=-0.70$ eV, $C$ falls to 0.0731 of its value on heating to 373 K. Alone, this would multiply the depth by $\sqrt{0.0731}=0.27$.

## Weighing the two

Because $L^2\propto DS$,

$$\frac{d\ln L}{d\beta}=-\frac{E_D+H}{2}.$$

Using $d\beta/dT=-1/(k_BT^2)$,

$$\frac{d\ln L}{dT}=\frac{E_D+H}{2k_BT^2}.$$

Within this law, heating makes the front shallower when $E_D+H<0$. Here the sum is $-0.20$ eV, and at 333 K the slope is

$$\frac{-0.20}{2(0.0287)(333)}\ \text{K}^{-1}\approx-1.05\ \%\ \text{per K}.$$

Over the full 40 K the factors combine as $\sqrt{6.48\times0.0731}=0.69$, which takes 200 nm to 138 nm. Two large changes partly cancel, and the remainder has the sign of sorption.

The same remainder fixes the time needed for a given depth, $t=NL^2/(2DC)$. Reaching 200 nm at 373 K takes $1/(6.48\times0.0731)=2.11$ times as long as at 333 K, about 1270 s instead of 600 s.

A control with weaker sorption, $H=-0.40$ eV, and the same $C$ at 333 K has a positive sum of $+0.10$ eV. Numerical integration of the full diffusion and trapping equations, given below, then yields 240 nm at 373 K against 198 nm at 333 K. Exothermic sorption by itself is therefore not enough; its magnitude must exceed the diffusion barrier.

## Why these energies add

Measure energies from the gas. Consider a chain of $M$ sites with well energies $E_i$, separated by saddles of equal energy $E_s$. A molecule leaves site $i$ in either direction at rate $k_i=\nu e^{-\beta(E_s-E_i)}$. For small occupancies $\theta_i$ the net flux between neighbours is

$$J=k_i\theta_i-k_{i+1}\theta_{i+1}.$$

Define $a_i=\theta_ie^{\beta E_i}$. Then $k_i\theta_i=\nu e^{-\beta E_s}a_i$, and the well energy has dropped out:

$$J=\nu e^{-\beta E_s}(a_i-a_{i+1}).$$

In the steady state $J$ is the same for every pair. Summing over the $M-1$ pairs gives

$$J=\nu e^{-\beta E_s}\,\frac{a_1-a_M}{M-1}.$$

The gas sets $a_1$, and an absorbing end sets $a_M=0$. A deeper well holds more molecules and releases each one more slowly, by reciprocal factors. What remains is the saddle energy relative to the gas. For equal wells at $E_i=H$ the barrier is $E_D=E_s-H$, so

$$E_s=E_D+H.$$

The sum of the two energies is thus the level of the saddle. In the example a molecule in its well at $-0.70$ eV climbs 0.50 eV and is still 0.20 eV below the gas. Each hop is thermally activated, but the population at the saddle, maintained by a gas at fixed pressure, decreases on heating. The flux decreases with it. (The chain keeps $\nu$ and the gas prefactor constant; in the full problem their temperature dependence is absorbed in $E_D$ and $H$.)

Solving the hopping equations for 30 sites confirms this. Scattering the wells by up to 0.1 eV about $-0.70$ eV, or deepening all of them by 0.1 eV, leaves the flux unchanged to six decimals. The flux between 333 and 373 K has an apparent energy of $-0.200$ eV.

## Third contribution: mobile storage

The linear profile neglects molecules needed to fill the mobile population. To include them, solve $\partial_tc=D\,\partial_x^2c$ for $0<x<L(t)$, with $c(0)=C$, $c(L)=0$ and $N\,dL/dt=-D\,\partial_xc|_L$. The diffusion equation and both boundary values are satisfied by

$$L=2\lambda\sqrt{Dt},\qquad c=C\left[1-\frac{\operatorname{erf}(x/2\sqrt{Dt})}{\operatorname{erf}\lambda}\right].$$

The gradient at the front is $-Ce^{-\lambda^2}/(\sqrt{\pi Dt}\,\operatorname{erf}\lambda)$, and $dL/dt=\lambda\sqrt{D/t}$. The front condition therefore fixes $\lambda$:

$$\sigma\equiv\frac CN=\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda.$$

For small $\lambda$, $\operatorname{erf}\lambda\approx(2/\sqrt\pi)(\lambda-\lambda^3/3)$. Then $\sigma\approx2\lambda^2(1+2\lambda^2/3)$, or $\lambda^2\approx(\sigma/2)(1-\sigma/3)$. The leading term is the sharp-front law, and the next lowers $L$ by the fraction $\sigma/6$. At 333 K, $\sigma=0.033$ and the depth drops from 200.0 to 198.9 nm.

Storage also weakens the influence of solubility. Differentiating $\ln\sigma$ gives

$$g\equiv\frac{d\ln\lambda^2}{d\ln\sigma}=\frac{2}{1+2\lambda^2+r},\qquad r=\frac{2\lambda e^{-\lambda^2}}{\sqrt\pi\operatorname{erf}\lambda}.$$

Since $\frac{\sqrt\pi}{2}\operatorname{erf}\lambda=\int_0^\lambda e^{-s^2}ds<\lambda$, we have $r>e^{-\lambda^2}\ge1-\lambda^2$. The denominator exceeds 2, so $g<1$. From $L^2=4\lambda^2Dt$,

$$\frac{d\ln L^2}{d\beta}=-(E_D+gH).$$

A shallower front on heating now requires $g>E_D/|H|=0.71$. The balance point lies at $C/N=1.65$. Beyond it the mobile population takes up a large share of the supply, and faster diffusion wins. In a case with far fewer traps and a film several micrometres thick, where $C/N$ is 6 at 333 K and 2.95 at 343 K and $k_rN$ is 4 s⁻¹ at both temperatures, the full equations give 1722 and 1814 nm: heating deepens the front although $E_D+H$ is still $-0.20$ eV.

## Fourth contribution: the trapping rate

Let $n$ be the density of empty traps and $k_r$ the capture rate constant. The full equations are

$$\partial_tc=D\,\partial_x^2c-k_rcn,\qquad\partial_tn=-k_rcn.$$

Neglect mobile storage, $\partial_tc$, and define the local exposure $U(x,t)=\int_0^tc\,dt'$. The second equation gives $n=Ne^{-k_rU}$. Integrating the first over time gives

$$D\,U''=N-n=N(1-e^{-k_rU}).$$

Multiply by $U'$ and integrate from deep inside the film, where $U$ and $U'$ vanish:

$$\frac D2U'^2=N\left[U-\frac{1-e^{-k_rU}}{k_r}\right].$$

The trapped amount per area is $\int(N-n)\,dx=-D\,U'(0)$. Let $L$ now mean this amount divided by $N$. At the surface $U=Ct$, so

$$L^2=\frac{2D}{N}\left[Ct-\frac{1-e^{-k_rCt}}{k_r}\right].$$

**Fast trapping**, $k_rCt\gg1$, gives the sharp-front $L^2$ minus $2w^2$, where $w=\sqrt{D/(k_rN)}$ is the width of the reaction zone. With $k_rN=10$ s⁻¹ at 333 K, $k_rCt=10(0.0333)(600)=200$ and $w=10$ nm. The correction is a fraction $w^2/L^2=0.25\,\%$ of the depth. If $k_r$ has an activation energy of 0.50 eV, $k_rCt$ is still 95 at 373 K.

**Slow trapping**, $k_rCt\ll1$, is a different regime. Expanding $1-e^{-y}\approx y-y^2/2$ with $y=k_rCt$ leaves

$$L=Ct\sqrt{\frac{Dk_r}{N}}.$$

Solubility now enters to the first power, not as a square root. If $k_r$ has activation energy $E_r$, the energy governing $L$ is $(E_D+E_r+2H)/2$. With $E_r=0.50$ eV this is $-0.20$ eV, twice the $-0.10$ eV that governs $L$ in the sharp-front regime. Here $L$ measures the trapped amount, not the reach: the few filled traps are spread over a depth of order $w$. In this limit heating raises the trapped amount only if $E_r$ exceeds 0.90 eV. The limit also needs $t\gg1/(k_rN)$, so that the mobile profile has settled, and a film much thicker than $w$. The example's $C/N$, time and film do not meet these conditions: $k_rCt=0.1$ means $k_rN=0.005$ s⁻¹, $k_rNt=3$ and $w\approx450$ nm, and the full equations for the 500 nm film then give 7 % more trapped at 373 K than at 333 K already for $E_r=0.80$ eV. In a film much thinner than $w$ the mobile concentration becomes uniform, $D$ drops out, the energy is $E_r+H$, and the threshold is 0.70 eV.

Two cases with $k_rN=0.1$ s⁻¹ test the general formula against the full equations. Both use $D=10^{-11}$ cm²/s, a thick film and a much smaller $C/N$ than the main example, so that storage is negligible. At $k_rCt=2$ ($C/N=0.003$, $t=6670$ s) the depths are 150.7 nm (formula) and 150.5 nm (full); at $k_rCt=0.1$ ($C/N=0.0003$, $t=3330$ s) they are 9.84 and 9.82 nm. With the example's $C/N=0.033$ and 600 s, $k_rCt$ is again 2, but storage lowers the full depth to 148.7 nm.

For the main example, with storage and finite trapping rate both present, the full equations give 198.4 nm at 333 K and 136.8 nm at 373 K. The energy sum extracted from these depths is $-0.199$ eV, against the input $-0.20$ eV.

## Fifth contribution: filling of solution sites

Linear sorption fails when the solution sites fill. If each holds one molecule, the occupancy obeys $\theta/(1-\theta)=bp$ with $b\propto e^{-\beta H}$. Differentiating the logarithm gives

$$\frac{1}{\theta(1-\theta)}\frac{d\theta}{d\beta}=-H\quad\Rightarrow\quad\frac{d\ln\theta}{d\beta}=-(1-\theta)H.$$

For equal wells, blocking does not alter the diffusion law: the net hop rate is proportional to $\theta_i(1-\theta_{i+1})-\theta_{i+1}(1-\theta_i)=\theta_i-\theta_{i+1}$. With negligible mobile storage the condition becomes $E_D+(1-\theta)H<0$, or $\theta<1-E_D/|H|=29\,\%$. The size of this correction depends on $n_s$. For $n_s=5\times10^{21}$ cm⁻³ the occupancy at 333 K is 2 %, which changes the sum from $-0.20$ to about $-0.19$ eV. That $n_s$ is close to the molecular density of liquid titanium tetrachloride, so it is a high estimate. With $n_s=10^{21}$ cm⁻³ the occupancy at 333 K is 10 % and the sum there is $-0.13$ eV. Because the occupancy falls on heating, the sum averaged over $\beta$ between 333 and 373 K is more negative, $-0.17$ eV. Cooling raises both $\theta$ and $C/N$, so the gain in depth from cooling weakens as either grows.

## What is held fixed

Suppose the precursor is supplied at a fixed fraction of its saturation pressure instead of at fixed $p$. For an ideal vapour with vaporization enthalpy $H_v$, the pressure then varies as $e^{-\beta H_v}$, and the governing sum is $E_D+H+H_v$. With a rough $H_v=0.40$ eV it is $+0.20$ eV, and the depth grows by 1.45 between 333 and 373 K. The polymer is the same; the supply rule has reversed the trend.

Trapping capacity matters similarly. If $N$ fell by a factor of 2.11 on heating because fewer sites captured molecules irreversibly, the depths at the two temperatures would be equal. An additional rise of $D$ by 2.11 would do the same. Reversible binding is a different case. If it is strong enough to keep the traps behind the front nearly full, the front stays sharp and the law remains a good approximation. If it is weak, released molecules move on, the front spreads, and the law fails.

## The real case

The parameters are round values meant for the rough regime of titanium tetrachloride vapour in glassy PMMA; they are not measurements, and the trend computed here is the model's. The sorption enthalpy matters most. With $H_v\approx0.40$ eV, dissolution without heat of mixing would give $H\approx-0.40$ eV, as in the control, where heating deepens the front. The value $-0.70$ eV presumes a further 0.30 eV of attraction between the mobile precursor and the polymer. The chosen $C=10^{20}$ cm⁻³ is about what ideal dissolution would give at 1 Torr (saturation pressure roughly 60 Torr at 333 K), so the two inputs fit together only if that attraction is offset by an entropy loss of about $10\,k_B$ per molecule; without it the solution sites would fill. Two assumptions about transport are insecure. One is that trapped precursor leaves $D$ and $S$ unchanged. At $N=3.0\times10^{21}$ cm⁻³ the trapped titanium tetrachloride weighs 0.94 g per cm³ of original film, about 80 % of the polymer's own mass, so the filled region may swell or become less permeable. If this multiplies $DS$ by the same factor at both temperatures, then in the sharp-front limit the depths change but their ratio does not; if the factor depends on temperature, the trend can change too. The other assumption is a single activation energy for diffusion. The glass transition of PMMA lies roughly at 380 K, close to the temperature of the hot run, and dissolved precursor may soften the polymer further. A change of $D$ by a factor $f$ moves the depth by $\sqrt f$, so the factor 2.11 measures how much softening the conclusion can bear. Supply is a further concern. At 333 K the film takes up $6.0\times10^{16}$ molecules/cm², and 100 cm² of film would consume 21 % of the gas in a closed 1 L chamber. Since $L^2$ follows the time integral of pressure, this lowers the depth by at most about 11 %. Self-heating is negligible if the heat is conducted across the 500 nm film to a substrate at fixed temperature: with a conductivity of 0.2 W/(m K), the estimated rise after 1 s is $5\times10^{-6}$ K for each eV released per molecule. Irreversible capture is itself an assumption about the polymer: for an attempt rate of $10^{13}$ s⁻¹, a mean residence of 600 s in a trap at 373 K requires an escape barrier of about 1.2 eV.

For a process with fast, irreversible trapping, small $C/N$, low occupancy of the solution sites, constant capacity, fixed precursor pressure and a film thicker than the front, a negative $E_D+H$ favours a longer exposure over a hotter one when greater depth is the aim. The two energies must be those of the filled region, which the precursor has to cross. The numerical output lists most of the values behind these comparisons.

## Calculated quantities

```
Pressure 1.0 Torr; time 600 s; film 500 nm
E_D = 0.50 eV; H = -0.70 eV; sum = -0.20 eV
Trap density N = 3.0e+21 cm^-3
T=333 K: D=1.000e-11 cm^2/s, C=1.000e+20 cm^-3, C/N=0.03333, sharp L=200.0 nm
T=353 K: D=2.684e-11 cm^2/s, C=2.511e+19 cm^-3, C/N=0.00837, sharp L=164.2 nm
T=373 K: D=6.479e-11 cm^2/s, C=7.310e+18 cm^-3, C/N=0.00244, sharp L=137.6 nm
Hot/cold factors: D 6.479, C 0.0731, L 0.688
Local slope d ln L/dT at 333 K = -1.05 % per K
kT at 333 K = 0.0287 eV
Level-sum test: solubility slope -0.68543 eV, enthalpy -0.68543 eV
Chain: flux random/equal wells = 1.000000
Chain: flux with wells 0.1 eV deeper/equal = 1.000000
Chain: apparent flux energy = -0.2000 eV
T=333 K: full equations L=198.4 nm, exact moving front 198.9 nm, reaction width 10.0 nm
T=373 K: full equations L=136.8 nm, exact moving front 137.6 nm, reaction width 10.0 nm
Apparent energy sum from full equations = -0.1987 eV
Control H=-0.40 eV: full L at 373 K = 240.4 nm
Trapping rate at 333 K = 10 1/s, energy 0.50 eV
k C t at 333 K = 200; at 373 K = 95
Slow trapping, k C t=2.00: full 150.50 nm, formula 150.69 nm
Slow trapping, k C t=0.10: full 9.82 nm, formula 9.84 nm
Reaction-limited formula for the last case = 10.00 nm
Storage crossover C/N = 1.65 (lambda = 0.749)
Large storage, C/N=6 at 333 K: L=1722 nm; C/N=2.95 at 343 K: L=1814 nm
Solution sites 5e+21 cm^-3: occupancy 2.0 %, limit for the effect 28.6 %
Cancelling factor (D up or N down, hot/cold) = 2.11
Rough glass transition = 380 K, 7 K above hot run
Self-heating at 1 s (1 eV, 0.2 W/(m K)) = 4.9e-06 K
Uptake at 333 K = 6.00e+16 molecules/cm^2
Closed 1 L chamber, 100 cm^2 film: uptake/gas = 21 %
Fixed p/p_sat, vaporization 0.40 eV: L hot/cold = 1.453
```
